# Choosing recursion levels and a terminator for local densities of states

A tight-binding calculation of a local density of states or a bond energy by recursion needs two choices: how many levels $N$ to compute, and how to close the continued fraction after the last one. A third choice comes before them. The coefficients can be generated from the Hamiltonian, or reconstructed from its power moments, the averages of $H^p$ in the starting orbital. In exact arithmetic the two routes agree. In double precision the second fails near level 20 in the example below, however carefully the inversion is programmed, whereas the first can go on.

## What the level number means

Let $H$ be a real symmetric one-electron Hamiltonian in orthonormal orbitals, with hopping of finite range, and let $|0\rangle$ be the normalized orbital of interest. The recursion builds further normalized states by

$$b_{n+1}|n+1\rangle=(H-a_n)|n\rangle-b_n|n-1\rangle,\qquad b_0|-1\rangle=0. \tag{1}$$

One level consists of these operations:

1. Form $|w\rangle=H|n\rangle-b_n|n-1\rangle$.
2. Set $a_n=\langle n|w\rangle$ and subtract $a_n|n\rangle$ from $|w\rangle$.
3. Set $b_{n+1}=\sqrt{\langle w|w\rangle}$ and $|n+1\rangle=|w\rangle/b_{n+1}$.

Suppose that $|0\rangle,\dots,|n\rangle$ are orthonormal. Step 2 makes $|w\rangle$ orthogonal to $|n\rangle$. Its overlap with $|n-1\rangle$ is $\langle n-1|H|n\rangle-b_n$. By (1) at the previous level, $H|n-1\rangle$ contains $|n\rangle$ with coefficient $b_n$, so this overlap vanishes. For $m<n-1$, $H|m\rangle$ contains no state beyond $|m+1\rangle$, so $\langle m|H|n\rangle=0$. By induction all the states are orthonormal, and $H$ acts on them as a tridiagonal matrix $J$ with diagonal $a_n$ and off-diagonal elements $b_n>0$. If some $b_{n+1}$ is zero, the states found are closed under $H$ and the fraction ends there.

With nearest-neighbour hopping, $|n\rangle$ reaches no farther than $n$ hops from the start. To obtain $a_0,\dots,a_{N-1}$ and $b_1,\dots,b_N$, a cluster must contain $N$ complete shells. A larger one changes nothing. A smaller one puts its surface into the coefficients, so cluster radius and $N$ should be raised together.

The example is an infinite triangular lattice with one $s$ orbital per site, site energy zero and hopping $-|h|$ to six neighbours. These are model parameters, and energies are in units of $|h|$. With $k_1,k_2$ the phases along two primitive vectors,

$$E(\mathbf k)=-2[\cos k_1+\cos k_2+\cos(k_1-k_2)],$$

which runs from $-6$ to $3$.

## What the coefficients know: moments

The moments of the local density of states are $\mu_p=\langle0|H^p|0\rangle$. Since $H$ acts as $J$ on the recursion states,

$$\mu_p=(J^p)_{00}. \tag{2}$$

This is a sum over walks of $p$ steps on a chain, starting and ending at site 0. Staying on site $n$ contributes $a_n$; crossing the link between $n-1$ and $n$ contributes $b_n$. Two steps can stay twice or go out and back, so $\mu_2=a_0^2+b_1^2$. Three steps can stay three times, or make one excursion with the remaining stay before it, after it, or on site 1:

$$\mu_3=a_0^3+2a_0b_1^2+a_1b_1^2.$$

For four steps with one excursion to site 1, two stays remain. Both can be on site 0 in three ways, one on each site in two ways, both on site 1 in one way. Two successive excursions give $b_1^4$, and one walk reaches site 2:

$$\mu_4=a_0^4+3a_0^2b_1^2+2a_0a_1b_1^2+a_1^2b_1^2+b_1^4+b_1^2b_2^2.$$

On the triangular lattice $\mu_1,\dots,\mu_4$ are $0,6,-12,90$. Thus $a_0=0$ and $b_1^2=6$. The third moment gives $-12=6a_1$, so $a_1=-2$. The fourth gives $90=4\cdot6+36+6b_2^2$, so $b_2^2=5$ and $b_2=2.236$.

The pattern continues. A walk needs $2n$ steps to cross link $n$ and return, and $2n+1$ to stay once on site $n$. Hence $\mu_{2n}$ is the first moment containing $b_n^2$, with factor $b_1^2\cdots b_{n-1}^2$, and $\mu_{2n+1}$ is the first containing $a_n$, with factor $b_1^2\cdots b_n^2$. While the $b_n$ are nonzero, each new moment fixes one new coefficient. The set $a_0,\dots,a_{N-1},b_1,\dots,b_N$ is equivalent to $\mu_1,\dots,\mu_{2N}$.

## Inverting the moments

Equation (1) shows that $|n\rangle=p_n(H)|0\rangle$ with a polynomial $p_n$ of degree $n$. Write $\langle f\rangle=\langle0|f(H)|0\rangle$. Orthonormality then reads $\langle p_mp_n\rangle=\delta_{mn}$. Define $\pi_n=b_1\cdots b_n\,p_n$. Multiplying the recursion for $p_n$ by $b_1\cdots b_n$ gives

$$\pi_{n+1}(x)=(x-a_n)\pi_n(x)-b_n^2\pi_{n-1}(x),$$

so the leading coefficient of $\pi_n$ is one. Let $\sigma_{n,l}=\langle\pi_nx^l\rangle$. Lowering $n$ by one in this recursion, multiplying by $x^l$ and averaging gives

$$\sigma_{n,l}=\sigma_{n-1,l+1}-a_{n-1}\sigma_{n-1,l}-b_{n-1}^2\sigma_{n-2,l}, \tag{3}$$

with $\sigma_{0,l}=\mu_l$ and $\sigma_{-1,l}=0$.

To read off the coefficients, note that $x^n$ equals $\pi_n$ plus lower polynomials, which are orthogonal to $\pi_n$. Hence $\sigma_{n,n}=\langle\pi_n^2\rangle=b_1^2\cdots b_n^2$. The recursion also gives $\pi_{n+1}=x^{n+1}-(a_0+\dots+a_n)x^n+\dots$, so $x^{n+1}=\pi_{n+1}+(a_0+\dots+a_n)\pi_n+\dots$ and $\sigma_{n,n+1}=(a_0+\dots+a_n)\sigma_{n,n}$. Therefore

$$b_n^2=\frac{\sigma_{n,n}}{\sigma_{n-1,n-1}},\qquad
a_n=\frac{\sigma_{n,n+1}}{\sigma_{n,n}}-\frac{\sigma_{n-1,n}}{\sigma_{n-1,n-1}}. \tag{4}$$

These hold for $n\ge1$; the start is $a_0=\sigma_{0,1}/\sigma_{0,0}=\mu_1$.

There is an equivalent determinant formula. The matrix $\mu_{i+j}$, $0\le i,j\le n$, holds the overlaps of $1,x,\dots,x^n$. Replacing the powers by $\pi_0,\dots,\pi_n$ is a triangular change with unit diagonal, which preserves the determinant $D_n$. Thus $D_n=\sigma_{0,0}\cdots\sigma_{n,n}$, and

$$b_n^2=\frac{D_nD_{n-2}}{D_{n-1}^2},\qquad D_{-1}=1.$$

## Why rounded moments are not enough

Shift and scale the energy so that the band becomes $[-1,1]$. The scaled moments $m_p$ then have magnitude at most one, and the polynomials below are functions of the scaled energy $x$. Let each $m_p$ have a small error $\delta m_p$. Since $\sigma_{n,n}=\langle\pi_n^2\rangle$, its first-order change has two parts: the moments in the average change, and so does $\pi_n$. The second part is $2\langle\pi_n\,\delta\pi_n\rangle$. It vanishes because $\delta\pi_n$ has degree below $n$, the leading coefficient being fixed. Write $[f]_p$ for the coefficient of $x^p$ in $f$. Dividing by $\sigma_{n,n}$ turns $\pi_n^2$ into $p_n^2$, and the ratio in (4) gives

$$\delta\ln b_n^2=\sum_p\delta m_p\,[p_n^2-p_{n-1}^2]_p. \tag{5}$$

If every $|\delta m_p|\le\epsilon$, the largest first-order relative error of $b_n^2$ is $\epsilon A_n$, where $A_n=\sum_p|[p_n^2-p_{n-1}^2]_p|$.

The growth of $A_n$ follows when the coefficients converge to constants. In scaled units these are $0$ and $\tfrac12$, and the recursion becomes $p_{n+1}+p_{n-1}=2xp_n$. A solution $\lambda^n$ requires $\lambda+1/\lambda=2x$, or $\lambda=x\pm\sqrt{x^2-1}$. Off the band one root exceeds one in magnitude, and $p_n$ grows with it. At $x=i$ this root is $i(1+\sqrt2)$, so $p_n^2/p_{n-1}^2$ tends to $\lambda^2=-(3+2\sqrt2)$. The two terms in $p_n^2-p_{n-1}^2$ have opposite signs there and add in magnitude. Since $|x|=1$, the value of a polynomial at $i$ cannot exceed the sum of its absolute coefficients. So $A_n$ grows at least as $(3+2\sqrt2)^n$, apart from slower factors.

It grows no faster exponentially. Each coefficient is bounded by the polynomial's maximum on the unit circle, and there are $2n+1$ coefficients. From $2x=\lambda+1/\lambda$ follows $x\mp1=(\lambda\mp1)^2/2\lambda$, so $|x-1|+|x+1|=(|\lambda-1|^2+|\lambda+1|^2)/2|\lambda|=|\lambda|+1/|\lambda|$. For $x=e^{i\varphi}$ with $0\le\varphi\le\pi$ this sum equals $2\sin(\varphi/2)+2\cos(\varphi/2)$, which is largest at $\varphi=\pi/2$. There it is $2\sqrt2$, which gives $|\lambda|=1+\sqrt2$. The rate per level is therefore

$$(1+\sqrt2)^2=3+2\sqrt2\approx5.83. \tag{6}$$

For the triangular lattice $A_{10}=4.5\times10^7$ and $A_{20}=2.0\times10^{15}$. The mean growth per level from 10 to 25 is 5.826.

One more decimal digit in the moments should buy $\ln10/\ln5.828=1.31$ levels. When the scaled moments were rounded to 8, 12, 16 and 20 decimals, an error above 1% in $b_n^2$ first appeared at levels 10, 15, 20 and 25. That is $(25-10)/12=1.25$ levels per digit, consistent with the estimate since levels are integers. The scaled moments rounded to double precision failed at level 22; unscaled moments fail a few levels earlier. These inversions were carried out with 120 digits, so the loss came from the rounded input and not from (3). A better solver given the same rounded moments cannot recover the missing information.

The source of the loss is visible in $\langle p_n^2\rangle=1$. Written in powers, this is a sum of terms with very large coefficients that cancel to one. The recursion never forms that sum. It applies $H$ to a normalized vector and takes inner products of order one.

Power moments of low order remain useful for analysis, and a few levels can safely be obtained from them. The loss belongs to the power basis, not to moments as such. Chebyshev moments $\langle T_l(x)\rangle$ of the scaled band, computed directly rather than converted from rounded power moments, can be inverted by a modified form of (3). On this gapless band that gives 60 levels to about $2\times10^{-15}|h|$ in double precision. For many levels, use such modified moments or generate the coefficients from $H$. Here double-precision recursion agreed with the high-precision inversion of exact integer moments to $9\times10^{-16}|h|$ over $a_0$ to $a_{31}$ and $b_1$ to $b_{31}$. As a check on sensitivity, random site energies of magnitude up to $10^{-8}|h|$ were added to $H$. The largest coefficient change was 0.49 times that magnitude. This is one sample on one lattice, not a general bound.

## Closing the fraction

The required Green function is $G(z)=\langle0|(z-H)^{-1}|0\rangle$. Let $u$ solve $(z-J)u=e_0$, where $e_0$ is the first unit vector, so that $u_0=G$. The first row is $(z-a_0)u_0-b_1u_1=1$. The other rows describe the chain from site 1 onward, driven by $b_1u_0$ at its first site, so $u_1=G_1b_1u_0$, where $G_1$ is the end Green function of that shorter chain. Substitution gives

$$G=\frac1{z-a_0-b_1^2G_1},$$

and repeating the step gives the continued fraction

$$G(z)=\cfrac1{z-a_0-\cfrac{b_1^2}{z-a_1-\cdots-\cfrac{b_{N-1}^2}{z-a_{N-1}-b_N^2t(z)}}}. \tag{7}$$

Here $t$ stands for everything beyond the computed levels. Setting $t=0$ leaves a finite matrix with $N$ discrete levels, which cannot represent a continuous band without added broadening.

The square-root terminator replaces the unknown coefficients by constants $a$ and $b$. Removing one site from a constant semi-infinite chain leaves the same chain, so $t=1/(z-a-b^2t)$, or $b^2t^2-(z-a)t+1=0$. The solution that decays as $1/z$ at large $|z|$ is

$$t(z)=\frac{z-a-\sqrt{z-a-2b}\,\sqrt{z-a+2b}}{2b^2}. \tag{8}$$

With principal square roots taken separately, both factors change sign across the real axis below the band, so their product is continuous there. Across the band only one changes. Just above the real axis inside the band,

$$t=\frac{E-a-i\sqrt{4b^2-(E-a)^2}}{2b^2},$$

whose negative imaginary part makes the density per spin, $n(E)=-\operatorname{Im}G(E+i0)/\pi$, positive.

The tail's band is $[a-2b,a+2b]$. Set $a$ to the centre of the true band and $b$ to a quarter of its width. Here $a=(-6+3)/2=-1.5$ and $b=(3+6)/4=2.25$. Outside the chosen interval $t$ is real, so $G$ has no continuous density there. An interval that is too narrow can represent weight outside it only as discrete levels. One that is too wide permits density where the crystal has none. For a spectrum with a gap between continuous bands, one constant tail is the wrong limiting form, since it has a single band.

By the walk count, (7) retains all moments through $\mu_{2N}$. The next moment first sees site $N$, where $a$ has replaced $a_N$, so its error is

$$\Delta\mu_{2N+1}=(a-a_N)\,b_1^2b_2^2\cdots b_N^2. \tag{9}$$

For $N=6$, integration of the terminated density and (9) both give an error of $1021.01|h|^{13}$ in $\mu_{13}$.

The true coefficients approach the constants slowly here, oscillating about them rather than converging monotonically; for example, $a_{20}=-1.512$, $a_{22}=-1.490$, $a_{24}=-1.508$ and $a_{27}=-1.492$. The band has a saddle point at $E=2$, for example at $k_1=\pi,k_2=0$, where the density diverges logarithmically. In the interior of the band, well below the saddle, the density is already good: with 30 levels it is 0.0848 at $E=-1$, against 0.0849 per $|h|$ from Brillouin-zone integration. Closer to the singular points the errors are larger and change sign. Between $0.03|h|$ and $0.1|h|$ from the saddle the terminated density is up to about 9% too high. Nearer still it does not follow the divergence: it is 11 to 12% too low at $0.01|h|$ and 34% too low at $0.001|h|$. Between $E=2.7$ and $2.99$ the error oscillates and reaches about 4.5%. At the band edges themselves the true density has a step, whereas the imaginary part of the tail (8) falls to zero.

## Choosing $N$ for energies and bond orders

At zero temperature and fixed Fermi energy $E_F$, the grand potential per spin is $\Omega=\int^{E_F}(E-E_F)n(E)\,dE$. The table gives its root-mean-square error in $|h|$, relative to zone integration, over 33 Fermi energies between $-5.5$ and $2.5$.

| $N$ | with tail | cut off, $t=0$ |
|---:|---:|---:|
| 2 | $2.9\times10^{-3}$ | $9.5\times10^{-2}$ |
| 5 | $3.5\times10^{-4}$ | $1.9\times10^{-2}$ |
| 10 | $1.1\times10^{-4}$ | $5.2\times10^{-3}$ |
| 30 | $1.1\times10^{-5}$ | $6.4\times10^{-4}$ |

Five levels with the tail do better than 30 without it. This ranking belongs to a single band with known edges. In another system, raise $N$ until the quantity actually needed is stable. An integrated energy averages over the density, so its convergence does not certify fine structure in $n(E)$.

The band energy for both spins is $U=2\int^{E_F}E\,n(E)\,dE$. With zero site energy it is also the sum over neighbours of hopping times the spin-summed density-matrix element $\Theta$, the bond order. Six equivalent neighbours give $U=-6|h|\Theta$, so

$$\Theta=-\frac{U}{6|h|}. \tag{10}$$

At half filling zone integration gives $E_F=0.834746$ and $U=-1.976554$, hence $\Theta=1.976554/6=0.32943$. Thirty levels at the same $E_F$ give $U=-1.976620$ and $\Theta=0.32944$. A direct sum for the density-matrix element on a $1000\times1000$ mesh gives 0.329440, within $1.4\times10^{-5}$ of the zone value 0.329426. This confirms (10) to about four digits; the match with the fifth digit of the 30-level value is a coincidence of two unrelated errors.

The 30-level density holds 0.999917 electrons at this $E_F$, a deficit of $8.3\times10^{-5}$. The error of $U$ is $-6.6\times10^{-5}$. In $U-E_FN_e$, with $N_e$ the electron number, the deficit contributes $+0.8347\times8.3\times10^{-5}=6.9\times10^{-5}$, leaving about $3\times10^{-6}|h|$. At 30 levels most of the error in $U$ is thus tied to the electron count; how the error divides changes with $N$. When comparing structures at fixed electron number, readjust $E_F$ for each terminated density.

## When later coefficients look wrong

Lanczos recursion does not guarantee accurate coefficients at every level. Change the starting site's energy by $e_0$. The added term $e_0|0\rangle\langle0|$ acts on $|0\rangle$ alone among the recursion states, so in exact arithmetic $a_0$ becomes $a_0+e_0$ and every other coefficient is unchanged. By (7), $1/G=1/G_{\rm bulk}-e_0$. A bound state lies where $1/G_{\rm bulk}(E)=e_0$ outside the band.

For $e_0=-10$ this energy is $-10.736$. The exact component of $|n\rangle$ along the bound state decays with $n$. A rounding error along it obeys the same recursion but can contain the growing solution. The scaled energy is $x=(-10.736+1.5)/4.5=-2.052$, so $|\lambda|=2.052+\sqrt{2.052^2-1}=3.84$. An initial error near $10^{-16}$ reaches order one after about $16\ln10/\ln3.84=27$ levels. The computed coefficients first deviate by more than $10^{-3}|h|$ at $n=26$. In the unperturbed lattice there is no bound state to drive such growth, and the 60-level orthogonality error stays at $7\times10^{-16}$.

After 60 levels with the impurity, the largest coefficient error is $4.7|h|$ and $J$ contains two copies of the bound level. Their weights on the starting orbital sum to 0.911583, the weight of the one true state. At $z=(-1+i)|h|$ the Green function still agrees with the exact impurity formula to $2\times10^{-14}/|h|$ in this run; other rounding orders give $2\times10^{-15}$ to $2\times10^{-13}$. The copies must therefore be counted by weight, not as separate physical states.

If an integrated energy is wanted, judge the run by its stability over several values of $N$ rather than by the late coefficients; the error need not fall steadily. The density at a single energy is much more sensitive. Between $E=-5.5$ and $1.8$, the loss of orthogonality changed the 60-level density by a maximum that ranged from 3% to about 900% over ten runs, although these differed only in the order in which the six hopping terms were summed. The onset at $n=26$ and the two copies of the bound level were the same in all ten. For fine structure in $n(E)$, stop before the loss sets in or reorthogonalize. If the coefficients or the recursion vectors themselves are wanted, orthogonalize each new vector against all earlier ones, at the cost of storing them. In this example that restored the coefficients to within the test tolerance of $10^{-9}|h|$. For the impurity, the numerical check below tests $G$ at that one complex energy and the summed bound-state weight without reorthogonalization, and the coefficients with it; it computes no real-axis density or energy for this case.

## Numbers as computed

```
Energies in |h|; moment mu_p in |h|^p; densities per spin in 1/|h|
band edges: -6.0 3.0  tail a, b: -1.5 2.25
moments mu_0 to mu_8: 1 0 6 -12 90 -360 2040 -10080 54810
n= 0  a_n=0.00000000  b_(n+1)=2.44948974
n= 1  a_n=-2.00000000  b_(n+1)=2.23606798
n= 2  a_n=-1.60000000  b_(n+1)=2.28910463
n= 3  a_n=-1.43816794  b_(n+1)=2.31128853
n= 4  a_n=-1.43797059  b_(n+1)=2.27391164
n= 5  a_n=-1.51784970  b_(n+1)=2.23726084
n=10  a_n=-1.51801128  b_(n+1)=2.24021766
n=20  a_n=-1.51167066  b_(n+1)=2.24688982
n=30  a_n=-1.50269967  b_(n+1)=2.25142132
b_5 squared from Hankel determinants: 5.17067415 |h|^2
largest recursion error, a_0-a_31 and b_1-b_31: 8.88e-16
bulk orthogonality error, 60 levels (no unit): 6.66e-16
coefficient change / size of change of H: 0.494
moment error amplification for b_5^2 (no unit): 6.786e+03
moment error amplification for b_10^2 (no unit): 4.532e+07
moment error amplification for b_15^2 (no unit): 3.040e+11
moment error amplification for b_20^2 (no unit): 2.041e+15
moment error amplification for b_25^2 (no unit): 1.371e+19
growth per level, n=10 to 25: 5.8262; theory 5.8284
first level with >1% error in b_n^2, double moments: 22
same, moments rounded to 8 decimals: 10
same, moments rounded to 12 decimals: 15
same, moments rounded to 16 decimals: 20
same, moments rounded to 20 decimals: 25
levels per digit: 1.250; theory 1.306
6-level tail, error of mu_13: 1021.0095 |h|^13; formula 1021.0095
N= 2 rms grand-potential error: tail 2.94e-03, cut 9.45e-02
N= 5 rms grand-potential error: tail 3.46e-04, cut 1.92e-02
N=10 rms grand-potential error: tail 1.10e-04, cut 5.16e-03
N=20 rms grand-potential error: tail 2.39e-05, cut 1.25e-03
N=30 rms grand-potential error: tail 1.08e-05, cut 6.42e-04
density at E=-4.0: zone 0.05548, 30 levels 0.05556
density at E=-1.0: zone 0.08491, 30 levels 0.08478
density at E=1.0: zone 0.15056, 30 levels 0.15057
half-filling Fermi energy: 0.834745 |h|
band energy, both spins: zone -1.976554, 30 levels -1.976620 |h|
electrons per site at this Fermi energy, 30 levels: 0.999917
bond order: zone energy 0.329426, 30 levels 0.329437, direct mesh 0.329440
impurity e_0=-10.0: bound energy -10.73617811 |h|, weight 0.91158274
impurity: first n with coefficient deviation >0.001: 26
impurity: largest coefficient deviation 4.6778 |h|, overlap error 0.7270
impurity: copies of bound level 2, summed weight 0.91158274
impurity: |error of G| at z=-1+1i: 1.89e-14 1/|h|
```
